# Linear Tetrahedron Weights and Blöchl's Curvature Correction, part 2

The tetrahedron method averages a quantity $X(\mathbf k)$ over the occupied states of a band $e(\mathbf k)$ at zero temperature. Per unit cell and per spin,

$$
\langle X\rangle=\frac1{V_{\rm BZ}}\int_{\rm BZ}X(\mathbf k)\,
\theta(E_F-e(\mathbf k))\,d^3k .
\tag{1}
$$

Here $V_{\rm BZ}$ is the volume of the Brillouin zone, $E_F$ the Fermi energy and $\theta$ the unit step. $X=1$ gives the filling $N$, and $X=e$ the band energy. Numerical energies are in hartree (Ha).

The zone is divided into tetrahedra $T$ of volume $V_T$, with corners $\mathbf k_i$ and corner values $e_i,X_i$. The barycentric coordinates $\lambda_i\ge0$ satisfy $\mathbf k=\sum_i\lambda_i\mathbf k_i$ and $\sum_i\lambda_i=1$. The linear interpolants $e^{\rm lin}=\sum_i\lambda_ie_i$ and $X^{\rm lin}=\sum_i\lambda_iX_i$ give

$$
\langle X\rangle_{\rm lin}=\sum_T\frac{V_T}{V_{\rm BZ}}\sum_iw_iX_i,
\qquad
w_i(E)=\frac1{V_T}\int_T\lambda_i\,\theta(E-e^{\rm lin})\,d^3k,
\tag{3}
$$

evaluated at the Fermi energy $E$ of the mesh calculation. The weights $w_i$ are dimensionless, and $n_T=\sum_iw_i$ is the occupied fraction.

With $e_1\le e_2\le e_3\le e_4$ and $e_{ji}=e_j-e_i$, the surface $e^{\rm lin}=E$ cuts the edge from $i$ to $j$ at

$$
f_{ij}=\frac{E-e_i}{e_j-e_i},\qquad
\mathbf p_{ij}=(1-f_{ij})\mathbf k_i+f_{ij}\mathbf k_j .
\tag{6}
$$

For $e_1\le E<e_2$ the occupied fraction is $v=f_{12}f_{13}f_{14}$, and

$$
w_1=\frac v4\left(4-f_{12}-f_{13}-f_{14}\right),\qquad
w_j=\frac v4f_{1j}\quad(j=2,3,4).
\tag{8}
$$

For $e_2\le E<e_3$ the occupied wedge consists of three tetrahedra with relative volumes

$$
a=f_{13}f_{14},\qquad
b=f_{14}f_{23}(1-f_{13}),\qquad
c=(1-f_{14})f_{23}f_{24}.
\tag{9}
$$

Then $n_T=a+b+c$, and

$$
\begin{aligned}
4w_1&=a+(a+b)(1-f_{13})+(a+b+c)(1-f_{14}),\\
4w_2&=a+b+c+(b+c)(1-f_{23})+c(1-f_{24}),\\
4w_3&=(a+b)f_{13}+(b+c)f_{23},\\
4w_4&=(a+b+c)f_{14}+c f_{24}.
\end{aligned}
\tag{10}
$$

For $e_3\le E<e_4$ the empty tetrahedron at corner 4 has relative volume $u$:

$$
g_i=\frac{e_4-E}{e_4-e_i}\quad(i=1,2,3),\qquad u=g_1g_2g_3 .
\tag{11}
$$

$$
w_i=\frac14-\frac u4g_i\quad(i=1,2,3),\qquad
w_4=\frac14-\frac u4\left(4-g_1-g_2-g_3\right).
\tag{12}
$$

### Degree in the Fermi energy

Each $f_{ij}$ and $g_i$ is linear in $E$. In (8) and (12), a cubic volume is multiplied by a linear corner coordinate. The individual weights are therefore piecewise quartic, not cubic. In the first interval the coefficients of $E^4$ in $w_2,w_3,w_4$ are

$$
\frac1{4e_{21}e_{31}e_{41}e_{j1}}\qquad(j=2,3,4),
\tag{13}
$$

and that of $w_1$ is minus their sum. In the last interval, (12) gives the coefficients $-1/(4e_{41}e_{42}e_{43}e_{4i})$ for $w_i$ with $i=1,2,3$, and that of $w_4$ is minus their sum.

In the middle interval, $a$ is quadratic while $b$ and $c$ are cubic. Their cubic coefficients are $-\beta$ and $-\gamma$, with $\beta=1/(e_{31}e_{41}e_{32})$ and $\gamma=1/(e_{41}e_{32}e_{42})$. The products in (10) then give the quartic coefficients of $4w_1,\ldots,4w_4$ as

$$
\begin{aligned}
&\frac{\beta}{e_{31}}+\frac{\beta+\gamma}{e_{41}},\qquad
\frac{\beta+\gamma}{e_{32}}+\frac{\gamma}{e_{42}},\\
&-\frac{\beta}{e_{31}}-\frac{\beta+\gamma}{e_{32}},\qquad
-\frac{\beta+\gamma}{e_{41}}-\frac{\gamma}{e_{42}} .
\end{aligned}
\tag{14}
$$

None vanishes, but their sum does. The occupied fraction $n_T$ is therefore piecewise cubic, and its energy derivative $D_T=dn_T/dE$ is piecewise quadratic.

To write the middle fraction compactly, set $x=E-e_2$. Then $E-e_1=x+e_{21}$, $e_3-E=e_{32}-x$ and $e_4-E=e_{42}-x$. Multiplying the sum of (9) by $e_{31}e_{41}$ gives

$$
e_{31}e_{41}n_T=(x+e_{21})^2+x(x+e_{21})\left(1-\frac x{e_{32}}\right)
+\frac{e_{31}x^2}{e_{32}}\left(1-\frac x{e_{42}}\right).
$$

The coefficient of $x^2$ is $2+(e_{31}-e_{21})/e_{32}=3$, because $e_{31}-e_{21}=e_{32}$. The linear coefficient is $3e_{21}$, and the cubic one is $-(1+e_{31}/e_{42})/e_{32}$. Thus

$$
n_T=\frac1{e_{31}e_{41}}\left[e_{21}^2+3e_{21}x+3x^2-
\frac{e_{31}+e_{42}}{e_{32}e_{42}}x^3\right].
\tag{15}
$$

The outer fractions are $v$ and $1-u$. Differentiation gives, in the three successive intervals,

$$
D_T=
\begin{cases}
\dfrac{3(E-e_1)^2}{e_{21}e_{31}e_{41}},\\[2mm]
\dfrac1{e_{31}e_{41}}\left[3e_{21}+6x-
\dfrac{3(e_{31}+e_{42})}{e_{32}e_{42}}x^2\right],\\[2mm]
\dfrac{3(e_4-E)^2}{e_{41}e_{42}e_{43}}.
\end{cases}
\tag{16}
$$

For distinct energies the pieces join continuously: both values at $e_2$ are $3e_{21}/(e_{31}e_{41})$, and both at $e_3$ are $3e_{43}/(e_{41}e_{42})$. If the three lowest energies coincide, $D_T$ instead jumps from zero to $3/e_{41}$, because a whole face becomes occupied at once.

### A numerical tetrahedron

Take corner energies $0.10,0.14,0.20,0.30$ Ha and $E=0.17$ Ha. The cuts are $f_{13}=0.07/0.10=0.7$, $f_{14}=0.07/0.20=0.35$, $f_{23}=0.03/0.06=0.5$ and $f_{24}=0.03/0.16=0.1875$. Equation (9) gives

$$
a=0.2450,\qquad b=0.0525,\qquad c=0.0609,
$$

so $n_T=0.3584$. The first line of (10) becomes

$$
w_1=\frac{0.2450+0.2975(0.3)+0.3584(0.65)}4=0.1418.
$$

The other weights are $0.1162$, $0.0662$ and $0.0342$. Direct quadrature of definition (3) agrees with the weights to within $2\times10^{-5}$ at this energy and at one energy in each outer interval. The density of states from (16) is $D_T=(0.12+0.18-0.073125)/0.02=11.34\ {\rm Ha}^{-1}$. It will set the size of the curvature correction.

## Blöchl's curvature correction

### What the weights leave out

Each tetrahedron $T$ has volume $V_T$, barycentric coordinates $\lambda_i$ and corner values $e_i,X_i$. Linear interpolation gives the weights $w_i$ of (8), (10) and (12). Their sum is the occupied fraction $n_T$, and $D_T=dn_T/dE$ is given by (16). The average $\langle X\rangle$ is defined in (1), and its linear approximation in (3). The Fermi energy of the mesh is fixed by the condition that the filling equals $N$.

These weights integrate the linear interpolants without further approximation, but the true functions are curved. Two errors result. The values of $X$ are wrong inside the occupied region, and the boundary of that region is displaced because the energies are wrong too. Blöchl's correction addresses the first error. The second must be followed separately to see which averages gain a higher order of accuracy.

Let $h$ denote the size of a mesh step, and refine a uniform mesh at fixed shape. Assume that $e$ and $X$ are smooth, and that $\nabla e$ does not vanish on the Fermi surface. The second condition excludes a van Hove point at the Fermi level. A crossing of bands can violate the first, because bands numbered by increasing energy may have kinks there.

### The origin of the factor 40

First take a quadratic function with constant Hessian $H$. Its constant and linear parts are reproduced by interpolation. The quadratic part gives

$$
X^{\rm lin}-X=\frac12\left[\sum_i\lambda_i\,\mathbf k_i\!\cdot\!H\mathbf k_i
-\sum_{ij}\lambda_i\lambda_j\,\mathbf k_i\!\cdot\!H\mathbf k_j\right].
$$

Insert $1=\sum_j\lambda_j$ in the first sum and symmetrize it in $i$ and $j$. With $\mathbf d_{ij}=\mathbf k_i-\mathbf k_j$, the terms combine into

$$
X^{\rm lin}-X=\frac14\sum_{ij}\lambda_i\lambda_j\,
\mathbf d_{ij}\!\cdot\!H\mathbf d_{ij}
=\frac12\sum_{i<j}\lambda_i\lambda_j\,
\mathbf d_{ij}\!\cdot\!H\mathbf d_{ij}.
\tag{17}
$$

For positive curvature the interpolant lies above the function, as a chord lies above a convex curve.

We need the mean of $\lambda_i\lambda_j$. The cross-section at $\lambda_4=t$ is a triangle whose sides are reduced by $1-t$, so its area is proportional to $(1-t)^2$. The normalized distribution of $t$ is therefore $3(1-t)^2$, and

$$
\overline{\lambda_4^2}=3\int_0^1t^2(1-t)^2dt
=3\left(\frac13-\frac12+\frac15\right)=\frac1{10}.
$$

Since $\lambda_4\sum_i\lambda_i=\lambda_4$ has mean $1/4$, the three equal mixed means satisfy $1/10+3\,\overline{\lambda_i\lambda_j}=1/4$. Hence $\overline{\lambda_i\lambda_j}=1/20$ for $i\ne j$. Integrating (17) gives

$$
\int_T(X^{\rm lin}-X)\,d^3k=
\frac{V_T}{40}\sum_{i<j}\mathbf d_{ij}\!\cdot\!H\mathbf d_{ij}.
\tag{18}
$$

The 40 is the product of the 2 in the second-order term and the 20 in the mean of two different barycentric coordinates.

### From curvature to a Fermi-surface term

For a general smooth $X$, replace $H$ by the local Hessian $\nabla\nabla X$. Its variation within a tetrahedron enters beyond order $h^2$. Define the mesh tensor

$$
M=\left\langle\sum_{i<j}\mathbf d_{ij}\mathbf d_{ij}^{\mathsf T}\right\rangle_{\rm cell},
\tag{19}
$$

where the average runs over the tetrahedra of one mesh cell, weighted by volume. It is of order $h^2$.

Equation (18) holds for a whole tetrahedron, whereas those at the Fermi surface are partly filled. The use of a mean error is still justified at order $h^2$. The factor multiplying the Hessian in (17) repeats from one mesh cell to the next. After subtraction of its mean, it has size $h^2$ and zero cell average. It can therefore be written as the divergence of a periodic field of size $h^3$. Integration by parts over the occupied region leaves surface and gradient terms of order $h^3$.

The interpolation error of $\langle X\rangle$ is thus, at order $h^2$,

$$
A_X=\frac1{40V_{\rm BZ}}\int_{e<E_F}M:\nabla\nabla X\,d^3k,
\tag{20}
$$

where the colon denotes $\sum_{\alpha\beta}M_{\alpha\beta}\partial_\alpha\partial_\beta X$. Because $M$ is constant, the integrand is the divergence of $M\nabla X$. Contributions from opposite zone faces cancel by periodicity, leaving the Fermi surface. Energy increases from occupied to empty states, so the outward unit normal is $\nabla e/|\nabla e|$. With $dS/|\nabla e|$ represented by $\delta(E_F-e)\,d^3k$, the divergence theorem gives

$$
A_X=\frac1{40V_{\rm BZ}}\int\delta(E_F-e)\,
\nabla e\cdot M\nabla X\,d^3k .
\tag{21}
$$

A full band has no Fermi surface, so this term vanishes. The positive and negative curvatures of a smooth periodic function cancel over the whole zone. In a metal the cancellation is cut off at the Fermi surface.

### The corrected weights

Equation (21) can be evaluated from corner values. Along an edge, $\mathbf d_{ij}\cdot\nabla e=e_i-e_j$ and $\mathbf d_{ij}\cdot\nabla X=X_i-X_j$ at leading order. Moreover, $D_T$ is the integral of $\delta(E-e^{\rm lin})$ over the tetrahedron divided by $V_T$. Therefore

$$
A_X\simeq\frac1{40}\sum_T\frac{V_T}{V_{\rm BZ}}D_T
\sum_{i<j}(e_i-e_j)(X_i-X_j).
\tag{22}
$$

This step replaces the average tensor $M$ by the edges of the tetrahedra that the Fermi surface cuts. It requires the surface to sample the positions within a mesh cell evenly as $h\to0$. We assume this for a curved surface. It can fail for a flat piece parallel to a mesh plane, which may keep cutting the cells at the same place.

To obtain weights, write the pair sum as half the sum over all $i,j$ and exchange the labels in the terms containing $X_j$:

$$
\sum_{i<j}(e_i-e_j)(X_i-X_j)
=\sum_iX_i\sum_j(e_i-e_j).
\tag{23}
$$

The estimated error must be subtracted. The weight change is consequently

$$
\boxed{\delta w_i=\frac{D_T}{40}\sum_{j=1}^4(e_j-e_i).}
\tag{24}
$$

It moves weight from high-energy corners to low-energy corners. By antisymmetry, $\sum_i\delta w_i=0$, so neither the filling nor the mesh Fermi energy changes. For $X=e$, equation (23) becomes a sum of squares, and the correction cannot raise the band energy.

The change in a single tetrahedron need not be small. In the numerical example, the corner energies add to $0.74$ Ha. At the lowest corner,

$$
\delta w_1=\frac{11.34}{40}(0.74-4\times0.10)=0.0964.
$$

At the highest corner the change is $-0.1305$, taking the weight from $0.0342$ to $-0.0962$. A corrected weight is thus an integration coefficient and cannot be read as an occupation.

This is consistent with a small total correction. In a cut tetrahedron, $D_T$ is of order $1/(h|\nabla e|)$, while the energy differences are of order $h|\nabla e|$, so $\delta w_i$ does not shrink with $h$. But the cut tetrahedra fill a share of the zone of order $h$. Because their weight changes add to zero, they multiply differences of $X$, which supply another factor $h$. The sum is of order $h^2$.

### Displacement of the Fermi surface

Interpolation also changes the energy to $e^{\rm lin}=e+s$. Equation (18), applied to the energy, gives the mean shift

$$
\bar s(\mathbf k)=\frac1{40}M:\nabla\nabla e .
\tag{25}
$$

Under the even-sampling assumption, this mean can replace $s$ in Fermi-surface integrals at order $h^2$. Let the mesh Fermi energy be $E_F+\delta E$. The first-order change of the occupation is

$$
\theta(E_F+\delta E-e-s)-\theta(E_F-e)
\simeq(\delta E-s)\,\delta(E_F-e).
$$

The filling is held fixed, so the integral of this change must vanish. Hence

$$
\delta E=\langle\bar s\rangle_F ,
\tag{26}
$$

where $\langle\cdots\rangle_F$ is an average over the Fermi surface with weight $\delta(E_F-e)$. Multiply the occupation change by $X$ and subtract the constant $\langle X\rangle_F$, which contributes nothing at fixed filling. The term containing $\delta E$ then integrates to zero, leaving

$$
B_X=-\frac1{V_{\rm BZ}}\int\delta(E_F-e)
\left(X-\langle X\rangle_F\right)\bar s\,d^3k .
\tag{27}
$$

The error before correction is $A_X+B_X$ at order $h^2$, and after correction it is $B_X$. For $X=e$, the bracket in (27) vanishes because the energy is constant on the Fermi surface. The correction therefore removes the whole $h^2$ error of the band energy at fixed filling. For another quantity it does so if $B_X$ happens to vanish, for instance when $X$ or $\bar s$ is constant on the Fermi surface. The Fermi energy itself retains the error (26).

### A band with a closed Fermi pocket

Consider the model band

$$
e(\boldsymbol\theta)=-2\sum_{\alpha=x,y,z}t_\alpha\cos\theta_\alpha ,
\tag{28}
$$

with $(t_x,t_y,t_z)=(0.05,0.04,0.03)$ Ha and phases $\theta_\alpha$ of period $2\pi$. These phases serve as the coordinates of $\mathbf k$, and the zone volume is then $(2\pi)^3$. The band minimum is $-0.24$ Ha, and the lowest saddle, reached at $\theta_z=\pi$, lies at $-0.12$ Ha. A Fermi level of $-0.15$ Ha thus gives a closed pocket around the origin. Spherical quadrature of the pocket gives the reference values: filling $0.07292$, band energy $-0.013391$ Ha and $\langle\cos\theta_x\rangle=0.05969$, all per spin.

The mesh has $n\times n\times n/2$ cells, so its steps satisfy $h_x=h_y=h$ and $h_z=2h$, with $h=2\pi/n$. Each cell is divided into six tetrahedra of equal volume. Their corners follow three successive steps $\mathbf a,\mathbf b,\mathbf c$ along the axes, taken in each of the six orders. One such tetrahedron has the edges $\mathbf a,\mathbf b,\mathbf c,\mathbf a+\mathbf b,\mathbf b+\mathbf c,\mathbf a+\mathbf b+\mathbf c$. In $\sum\mathbf d\mathbf d^{\mathsf T}$, the squares of $\mathbf a,\mathbf b,\mathbf c$ occur $3,4,3$ times. The products of the pairs $ab,bc,ac$ occur $2,2,1$ times. Averaging over the six orders gives $10/3$ and $5/3$, or

$$
M_{\alpha\beta}=\frac53h_\alpha h_\beta(1+\delta_{\alpha\beta}).
\tag{29}
$$

The Hessian of (28) is diagonal with elements $2t_\alpha\cos\theta_\alpha$. Equation (25) becomes

$$
\bar s=\frac1{12}\sum_\alpha h_\alpha^2\,2t_\alpha\cos\theta_\alpha
=\frac{h^2}{12}\left(-e+6t_z\cos\theta_z\right).
\tag{30}
$$

The last term appears because $h_z^2=4h^2$. With three equal phase steps it would be absent, and $\bar s$ would be constant on the Fermi surface. Every $B_X$ would then vanish for this band. The unequal steps make the displacement error visible.

The errors relative to the spherical quadrature, in $\mu$Ha, are:

| $n$ | Band energy, linear | Band energy, corrected | Fermi level |
|---:|---:|---:|---:|
| 16 | 279.97 | $-0.82$ | 2885 |
| 32 | 71.09 | $-0.08$ | 748 |
| 64 | 17.83 | $-0.02$ | 187 |

From $n=32$ to $64$ the linear energy error falls by a factor of $3.99$, close to the factor 4 expected for $h^2$. On the finest mesh, (21) predicts $17.85\ \mu$Ha for it, and (26) predicts $187\ \mu$Ha for the Fermi level. The correction reduces the energy error there from $0.485$ meV to $0.0006$ meV in magnitude, about $0.1\%$ of its former size. The Fermi-level error is untouched.

The corrected energy error falls by about 10 in the first halving of $h$ and by about 4 in the second. These three meshes therefore establish no higher power law for the remainder. Uneven sampling of the tetrahedra by the Fermi surface may contribute to it, but this is a conjecture.

The average $\langle\cos\theta_x\rangle$ shows the limit of the correction. On the finest mesh the predicted interpolation and displacement errors are

$$
A_X=-47.9\times10^{-6},\qquad B_X=13.1\times10^{-6}.
$$

Their sum is $-34.9\times10^{-6}$, compared with a computed linear error of $-34.6\times10^{-6}$. After correction the computed error is $13.5\times10^{-6}$, close to $B_X$. From $n=32$ to $64$ this remainder falls from $52.1\times10^{-6}$ by a factor of $3.9$, as expected of an error that is still of order $h^2$. The two errors have opposite signs here, so they partly cancel before correction. Removing $A_X$ helps only when $|B_X|<|A_X+B_X|$. For opposite signs this requires $|A_X|>2|B_X|$, which holds here. Were $|A_X|$ nonzero but below $2|B_X|$, the same correction would increase the error at order $h^2$. The numerical output gives the remaining values for all three meshes.

## Calculated quantities

```
corner energies (Ha): [0.1  0.14 0.2  0.3 ]
E = 0.12 Ha: weights [0.008   0.00125 0.0005  0.00025]
  by direct quadrature   [0.008   0.00125 0.0005  0.00025]
  occupied fraction 0.010000, D_T 1.50000 /Ha
E = 0.17 Ha: weights [0.141809 0.116167 0.066242 0.03422 ]
  by direct quadrature   [0.141808 0.116167 0.066242 0.03422 ]
  occupied fraction 0.358438, D_T 11.34375 /Ha
  cuts f13 f14 f23 f24: [0.7    0.35   0.5    0.1875]
  wedge volumes a b c: [0.245    0.0525   0.060938]
  corrections dw_i: [ 0.096422  0.051047 -0.017016 -0.130453]
E = 0.25 Ha: weights [0.247559 0.246948 0.245117 0.221313]
  by direct quadrature   [0.247558 0.246949 0.245117 0.221313]
  occupied fraction 0.960938, D_T 2.34375 /Ha
interval 1: E^4 coefficients (Ha^-4): [-12500.    7812.5   3125.    1562.5]
interval 2: E^4 coefficients (Ha^-4): [ 3776.   6456.2 -7725.7 -2506.5]
interval 3: E^4 coefficients (Ha^-4): [-390.6 -488.3 -781.3 1660.2]
edge sum / mean interpolation error: 40.00000000
hoppings (Ha): [0.05 0.04 0.03]  Fermi level (Ha): -0.15
filling per spin: 0.07291951
band energy per spin: -0.01339115 Ha
<cos theta_x> per spin: 0.05969059
density of states at Fermi level: 1.43608 /Ha
mesh 16 x 16 x 8, 12288 tetrahedra:
  energy error, linear 279.9746, corrected -0.8227 microHa
  Fermi level error 2885.1963 microHa
  <cos theta_x> error, linear -533.5399e-6, corrected 235.4182e-6
mesh 32 x 32 x 16, 98304 tetrahedra:
  energy error, linear 71.0939, corrected -0.0803 microHa
  Fermi level error 747.7319 microHa
  <cos theta_x> error, linear -140.4084e-6, corrected 52.1173e-6
mesh 64 x 64 x 32, 786432 tetrahedra:
  energy error, linear 17.8316, corrected -0.0210 microHa
  Fermi level error 186.5049 microHa
  <cos theta_x> error, linear -34.5899e-6, corrected 13.4604e-6
predicted h^2 terms, finest mesh:
  energy error, linear 17.8522 microHa
  Fermi level error 187.3309 microHa
  <cos theta_x>: interpolation -47.9429e-6, displacement 13.0706e-6
linear energy error ratio, n = 32 to 64: 3.9870
finest energy error: linear 0.48522 meV, corrected -0.00057 meV
```
